**Stochastic series expansion: fixed-length strings, diagonal updates, energy and heat capacity**

For K = c − H, written as a sum of bond operators, the program tests E = c − ⟨n⟩/β and C = ⟨n²⟩ − ⟨n⟩² − ⟨n⟩, where n is the number of bond operators in the string, β the inverse temperature, c a constant and k_B = 1. For a three-site Heisenberg chain with unequal couplings it enumerates all 548 allowed configurations of a string of length M = 4. It asserts that the padded weights reproduce the Taylor terms, that the diagonal and loop moves obey detailed balance, and that the full transition matrix leads from every start to the correct distribution. For a four-site ring it asserts that the series moments agree with diagonalization and with a numerical temperature derivative, and that the Poisson bound on the omitted orders holds. At βJ = 2 the output gives E = −1.5477 J and C = 1.846 k_B. A simulation with M = 20 gives −1.550 ± 0.008 J and 1.93 ± 0.04 k_B; the heat capacity is two standard errors high, within the asserted limit of five. At βJ = 10 the heat capacity of 0.0136 k_B is the difference between a variance and a mean that are both close to 30.

## Numerical check

```python
"""
Stochastic series expansion (SSE) with a fixed-length operator string.

Result under test: for K = c - H = sum of bond operators and Z = Tr exp(beta K),
    <K> = <n>/beta,  E = c - <n>/beta,  C = <n^2> - <n>^2 - <n>   (k_B = 1),
where n is the number of bond operators in the string.  A string of length M
padded with identities has weight beta^n (M-n)!/M! <alpha|string|alpha>.
Diagonal update, N_b bonds, diagonal matrix element d, n counted before the move:
    insert: min(1, beta N_b d/(M-n)),  remove: min(1, (M-n+1)/(beta N_b d)).

Model: spin-1/2 Heisenberg antiferromagnet, H = sum_b J_b S_i.S_j, c = sum_b J_b/4.
Operator codes: 0 identity, 2b+2 diagonal on bond b, 2b+3 off-diagonal on bond b.
Spins: 0 up, 1 down.  Energies are in units of J.
"""
import random
from itertools import product
from math import factorial

import numpy as np
from scipy.stats import poisson

SX = np.array([[0, 1], [1, 0]]) / 2
SY = np.array([[0, -1j], [1j, 0]]) / 2
SZ = np.diag([0.5, -0.5])


def two_site(matrix, i, j, nsites):
    """Product of the same one-spin matrix on sites i and j."""
    result = np.eye(1)
    for site in range(nsites):
        result = np.kron(result, matrix if site in (i, j) else np.eye(2))
    return result


def heisenberg(nsites, bonds, couplings):
    """Original Hamiltonian, without any sublattice rotation."""
    total = 0
    for (i, j), coupling in zip(bonds, couplings):
        total = total + coupling * sum(two_site(s, i, j, nsites)
                                       for s in (SX, SY, SZ))
    return total.real


def bond_operators(nsites, bonds, couplings):
    """Non-negative diagonal and off-diagonal bond operators."""
    table = {}
    one = np.eye(2 ** nsites)
    for b, ((i, j), coupling) in enumerate(zip(bonds, couplings)):
        table[2*b + 2] = coupling * (one / 4 - two_site(SZ, i, j, nsites))
        flip = two_site(SX, i, j, nsites) + two_site(SY, i, j, nsites)
        table[2*b + 3] = coupling * flip.real
    return table


def series_terms(kmatrix, beta, nmax):
    """Terms beta^n Tr K^n / n! for n = 0..nmax."""
    power = np.eye(len(kmatrix))
    terms = [np.trace(power)]
    for n in range(1, nmax + 1):
        power = power @ kmatrix * (beta / n)
        terms.append(np.trace(power))
    return np.array(terms)


def count_moments(terms):
    """Mean and variance of n for the given unnormalized distribution."""
    n = np.arange(len(terms))
    prob = terms / terms.sum()
    mean = prob @ n
    return mean, prob @ (n - mean) ** 2


def thermal_energy(levels, beta):
    boltzmann = np.exp(-beta * (levels - levels.min()))
    return boltzmann @ levels / boltzmann.sum()


def insert_probability(n, length, strength):
    """strength = beta * number of bonds * diagonal matrix element"""
    return min(1.0, strength / (length - n))


def remove_probability(n, length, strength):
    return min(1.0, (length - n + 1) / strength)


def find_loops(ops, bonds, nsites):
    """Join the two legs on each side of every vertex into loops."""
    parent = list(range(nsites))
    current = list(range(nsites))
    sides = []

    def find(x):
        while parent[x] != x:
            x = parent[x]
        return x

    for op in ops:
        if op:
            i, j = bonds[op // 2 - 1]
            root_i, root_j = find(current[i]), find(current[j])
            parent[root_i] = root_j
            new = len(parent)
            parent.append(new)
            sides.append((current[i], new))
            current[i] = current[j] = new
    for site in range(nsites):
        root = find(site)
        parent[find(current[site])] = root
    return [find(x) for x in range(len(parent))], sides


def flip_loops(spins, ops, labels, sides, flip):
    """Flip chosen loops; a vertex flipped on one side changes its type."""
    new_spins = [s ^ flip[labels[site]] for site, s in enumerate(spins)]
    new_ops = []
    vertex = 0
    for op in ops:
        if op:
            below, above = sides[vertex]
            op ^= flip[labels[below]] ^ flip[labels[above]]
            vertex += 1
        new_ops.append(op)
    return new_spins, new_ops


# ---- Complete enumeration: three-site open chain with unequal couplings ----
small_bonds, small_j = [(0, 1), (1, 2)], [1.0, 0.6]
small_beta, small_m, small_n = 1.5, 4, 3
small_ops = bond_operators(small_n, small_bonds, small_j)
small_k = sum(small_j) / 4 * np.eye(8) - heisenberg(small_n, small_bonds, small_j)
basis = list(product((0, 1), repeat=small_n))
configs, weights = [], []
weight_by_n = np.zeros(small_m + 1)
for ops in product([0] + sorted(small_ops), repeat=small_m):
    n = sum(op > 0 for op in ops)
    matrix = np.eye(8)
    for op in ops:
        if op:
            matrix = small_ops[op] @ matrix
    factor = small_beta**n * factorial(small_m - n) / factorial(small_m)
    for index, spins in enumerate(basis):
        weight = factor * matrix[index, index]
        assert weight > -1e-14
        if weight > 1e-14:
            configs.append((spins, ops))
            weights.append(weight)
            weight_by_n[n] += weight
padding_error = np.max(np.abs(
    weight_by_n - series_terms(small_k, small_beta, small_m)))
assert padding_error < 1e-11

stationary = np.array(weights) / sum(weights)
where = {config: index for index, config in enumerate(configs)}
size = len(configs)
full_sweep = np.eye(size)
balance_error = 0.0
for p in range(small_m):
    kernel = np.zeros((size, size))
    for row, (spins, ops) in enumerate(configs):
        state = list(spins)
        for op in ops[:p]:
            if op & 1:
                for site in small_bonds[op // 2 - 1]:
                    state[site] ^= 1
        here = basis.index(tuple(state))
        n = sum(op > 0 for op in ops)
        if ops[p] == 0:
            for b in range(2):
                element = small_ops[2*b + 2][here, here]
                if element > 0:
                    target = (spins, ops[:p] + (2*b + 2,) + ops[p+1:])
                    kernel[row, where[target]] += insert_probability(
                        n, small_m, small_beta * 2 * element) / 2
        elif ops[p] % 2 == 0:
            element = small_ops[ops[p]][here, here]
            target = (spins, ops[:p] + (0,) + ops[p+1:])
            kernel[row, where[target]] += remove_probability(
                n, small_m, small_beta * 2 * element)
        kernel[row, row] += 1 - kernel[row].sum()
    flux = stationary[:, None] * kernel
    balance_error = max(balance_error, np.max(np.abs(flux - flux.T)))
    full_sweep = full_sweep @ kernel
assert balance_error < 1e-13

loop_kernel = np.zeros((size, size))
for row, (spins, ops) in enumerate(configs):
    labels, sides = find_loops(ops, small_bonds, small_n)
    roots = sorted(set(labels))
    for choice in product((0, 1), repeat=len(roots)):
        new_spins, new_ops = flip_loops(spins, ops, labels, sides,
                                        dict(zip(roots, choice)))
        target = where[(tuple(new_spins), tuple(new_ops))]
        loop_kernel[row, target] += 0.5 ** len(roots)
flux = stationary[:, None] * loop_kernel
loop_error = np.max(np.abs(flux - flux.T))
assert loop_error < 1e-13
# Every starting configuration must forget its origin and reach the weights.
limit = np.linalg.matrix_power(full_sweep @ loop_kernel, 4096)
limit_error = np.max(np.abs(limit - stationary))
assert limit_error < 1e-9

# ---- Four-site ring: series, diagonalization and thermodynamics ----
nsites, beta, length = 4, 2.0, 20
ring = [(0, 1), (1, 2), (2, 3), (3, 0)]
shift = len(ring) / 4
hamiltonian = heisenberg(nsites, ring, [1.0] * 4)
levels = np.linalg.eigvalsh(hamiltonian)
kmatrix = shift * np.eye(16) - hamiltonian
kpositive = sum(bond_operators(nsites, ring, [1.0] * 4).values())
terms = series_terms(kmatrix, beta, 80)
assert np.allclose(terms, series_terms(kpositive, beta, 80), rtol=1e-11, atol=1e-11)

triangle = [(0, 1), (1, 2), (2, 0)]
tri_k = 0.75 * np.eye(8) - heisenberg(3, triangle, [1.0] * 3)
tri_positive = sum(bond_operators(3, triangle, [1.0] * 3).values())
tri_true = [np.trace(np.linalg.matrix_power(tri_k, q)) for q in (2, 3)]
tri_wrong = [np.trace(np.linalg.matrix_power(tri_positive, q)) for q in (2, 3)]
assert abs(tri_true[0] - tri_wrong[0]) < 1e-12
assert abs(tri_true[1] - tri_wrong[1]) > 0.1

mean_n, var_n = count_moments(terms)
energy_series = shift - mean_n / beta
capacity_series = var_n - mean_n
energy_exact = thermal_energy(levels, beta)
temperature, step = 1 / beta, 1e-4
capacity_exact = (thermal_energy(levels, 1 / (temperature + step))
                  - thermal_energy(levels, 1 / (temperature - step))) / (2 * step)
assert abs(energy_series - energy_exact) < 1e-11
assert abs(capacity_series - capacity_exact) < 1e-5  # finite-difference error

# A further constant changes the operator count but not the heat capacity.
mean_shifted, var_shifted = count_moments(
    series_terms(kmatrix + np.eye(16), beta, 100))
assert abs(mean_shifted - mean_n - beta) < 1e-10
assert abs(var_shifted - mean_shifted - capacity_series) < 1e-9

# Poisson mixture and truncation bound.
kappa = shift - levels
assert kappa.min() > -1e-12
kappa = np.clip(kappa, 1e-15, None)
thermal = np.exp(beta * kappa)
thermal /= thermal.sum()
prob_n = terms / terms.sum()
mixture = np.array([thermal @ poisson.pmf(n, beta * kappa) for n in range(81)])
assert np.max(np.abs(mixture - prob_n)) < 1e-12
tail = prob_n[length + 1:].sum()
tail_bound = poisson.sf(length, beta * kappa.max())
assert 0 < tail < tail_bound
truncated = {m: shift - count_moments(terms[:m + 1])[0] / beta
             for m in (6, 10, 20)}
assert truncated[6] > truncated[10] > truncated[20] > energy_exact

# Low temperature: heat capacity is a small difference of large numbers.
cold_beta = 10.0
cold_mean, cold_var = count_moments(series_terms(kmatrix, cold_beta, 200))
cold_step = 1e-5
cold_exact = (thermal_energy(levels, 1 / (0.1 + cold_step))
              - thermal_energy(levels, 1 / (0.1 - cold_step))) / (2 * cold_step)
assert abs(cold_var - cold_mean - cold_exact) < 1e-5

# ---- Monte Carlo simulation of the ring ----
rng = random.Random(2718).random
sweeps, warmup, nblocks = 80000, 2000, 80
strength = beta * len(ring) * 0.5
spins, ops, n = [0, 1, 0, 1], [0] * length, 0
record = np.empty(sweeps)
for sweep in range(-warmup, sweeps):
    for p in range(length):
        op = ops[p]
        if op == 0:
            b = int(rng() * len(ring))
            i, j = ring[b]
            if spins[i] != spins[j] and rng() < insert_probability(n, length, strength):
                ops[p] = 2*b + 2
                n += 1
        elif op & 1:
            i, j = ring[op // 2 - 1]
            spins[i] ^= 1
            spins[j] ^= 1
        elif rng() < remove_probability(n, length, strength):
            ops[p] = 0
            n -= 1
    labels, sides = find_loops(ops, ring, nsites)
    flip = {root: int(rng() < 0.5) for root in set(labels)}
    spins, ops = flip_loops(spins, ops, labels, sides, flip)
    if sweep >= 0:
        record[sweep] = n

first = record.reshape(nblocks, -1).mean(axis=1)
second = (record ** 2).reshape(nblocks, -1).mean(axis=1)
mc_mean = first.mean()
mc_var = second.mean() - mc_mean ** 2
mc_energy = shift - mc_mean / beta
mc_energy_error = first.std(ddof=1) / np.sqrt(nblocks) / beta
mc_capacity = mc_var - mc_mean
left_first = (first.sum() - first) / (nblocks - 1)
left_second = (second.sum() - second) / (nblocks - 1)
jack = left_second - left_first ** 2 - left_first
mc_capacity_error = np.sqrt((nblocks - 1) * jack.var())
assert mc_energy_error < 0.02 and mc_capacity_error < 0.2
assert abs(mc_energy - energy_exact) < 5 * mc_energy_error
assert abs(mc_capacity - capacity_exact) < 5 * mc_capacity_error
histogram = np.bincount(record.astype(int), minlength=length + 1) / sweeps
assert np.max(np.abs(histogram - prob_n[:length + 1])) < 0.015

print("ENUMERATION: 3-site chain, couplings", small_j, "J")
print(f"beta J = {small_beta}, M = {small_m}, allowed configurations = {size}")
print(f"largest error of padded weights summed at fixed n = {padding_error:.1e}")
print(f"largest detailed-balance error, diagonal move = {balance_error:.1e}")
print(f"largest detailed-balance error, loop move = {loop_error:.1e}")
print(f"largest error of limiting distribution, all starts = {limit_error:.1e}")
print("TRIANGLE: traces of K^2 and K^3 (units J^2, J^3)")
print(f"true K: {tri_true[0]:.4f}, {tri_true[1]:.4f}")
print(f"signs dropped: {tri_wrong[0]:.4f}, {tri_wrong[1]:.4f}")
print(f"RING: sites = {nsites}, bonds = {len(ring)}, beta J = {beta}, M = {length}")
print(f"constant c = {shift:.4f} J, largest eigenvalue of K = {kappa.max():.4f} J")
values, counts = np.unique(np.round(levels, 8) + 0.0, return_counts=True)
for value, count in zip(values, counts):
    print(f"level {value:.4f} J, degeneracy {count}")
print(f"partition function Tr exp(beta K) = {terms.sum():.4f}")
print(f"series <n> = {mean_n:.6f}, variance of n = {var_n:.6f}")
print(f"energy: series {energy_series:.6f} J, diagonalization {energy_exact:.6f} J")
print(f"heat capacity: series {capacity_series:.6f} k_B, dE/dT {capacity_exact:.6f} k_B")
print(f"with c raised by 1 J: <n> = {mean_shifted:.6f}, variance = {var_shifted:.6f}")
print(f"P(n > {length}) = {tail:.2e}, Poisson bound = {tail_bound:.2e}")
for m, value in truncated.items():
    print(f"M = {m}: energy {value:.6f} J, bias {value - energy_exact:.2e} J")
print(f"beta N_b d = {strength:.4f}")
for n_now in (5, 18):
    print(f"insert at n = {n_now}: {insert_probability(n_now, length, strength):.4f};"
          f" remove at n = {n_now + 1}: "
          f"{remove_probability(n_now + 1, length, strength):.4f}")
print(f"SIMULATION: {sweeps} measured sweeps, {warmup} warm-up, {nblocks} blocks")
print(f"<n> = {mc_mean:.4f}, variance of n = {mc_var:.4f}")
print(f"energy = {mc_energy:.4f} +/- {mc_energy_error:.4f} J")
print(f"heat capacity = {mc_capacity:.3f} +/- {mc_capacity_error:.3f} k_B")
for count in (2, 5, 8):
    print(f"P(n = {count}): simulation {histogram[count]:.4f}, exact {prob_n[count]:.4f}")
print(f"largest n sampled = {int(record.max())}")
print(f"COLD RING: beta J = {cold_beta}, <n> = {cold_mean:.5f}, variance = {cold_var:.5f}")
print(f"heat capacity: series {cold_var - cold_mean:.5f} k_B, dE/dT {cold_exact:.5f} k_B")
print("ALL CHECKS PASSED")
```

It prints:

```
ENUMERATION: 3-site chain, couplings [1.0, 0.6] J
beta J = 1.5, M = 4, allowed configurations = 548
largest error of padded weights summed at fixed n = 5.3e-15
largest detailed-balance error, diagonal move = 2.2e-19
largest detailed-balance error, loop move = 0.0e+00
largest error of limiting distribution, all starts = 1.9e-14
TRIANGLE: traces of K^2 and K^3 (units J^2, J^3)
true K: 9.0000, 13.5000
signs dropped: 9.0000, 16.5000
RING: sites = 4, bonds = 4, beta J = 2.0, M = 20
constant c = 1.0000 J, largest eigenvalue of K = 3.0000 J
level -2.0000 J, degeneracy 1
level -1.0000 J, degeneracy 3
level 0.0000 J, degeneracy 7
level 1.0000 J, degeneracy 5
partition function Tr exp(beta K) = 623.9466
series <n> = 5.095303, variance of n = 6.941722
energy: series -1.547652 J, diagonalization -1.547652 J
heat capacity: series 1.846419 k_B, dE/dT 1.846419 k_B
with c raised by 1 J: <n> = 7.095303, variance = 8.941722
P(n > 20) = 9.41e-07, Poisson bound = 1.46e-06
M = 6: energy -0.896936 J, bias 6.51e-01 J
M = 10: energy -1.449931 J, bias 9.77e-02 J
M = 20: energy -1.547644 J, bias 7.66e-06 J
beta N_b d = 4.0000
insert at n = 5: 0.2667; remove at n = 6: 1.0000
insert at n = 18: 1.0000; remove at n = 19: 0.5000
SIMULATION: 80000 measured sweeps, 2000 warm-up, 80 blocks
<n> = 5.0996, variance of n = 7.0260
energy = -1.5498 +/- 0.0084 J
heat capacity = 1.926 +/- 0.040 k_B
P(n = 2): simulation 0.0898, exact 0.0898
P(n = 5): simulation 0.1486, exact 0.1479
P(n = 8): simulation 0.0726, exact 0.0747
largest n sampled = 18
COLD RING: beta J = 10.0, <n> = 29.99864, variance = 30.01226
heat capacity: series 0.01362 k_B, dE/dT 0.01362 k_B
ALL CHECKS PASSED
```
